Griffith strength of graphene with a 20 nm crack

**Question**

I have an exercise on a graphene sheet with a crack in it. The data are Young modulus 1 TPa, fracture energy 16 J/m² and crack half-length 10 nm, and the strength should come out near 23 GPa. I used σ = √(2Eγ/(πa)) with γ = 16 J/m² and got about 32 GPa. Where does the factor go wrong? I would also like to see where the π comes from, and to know whether a formula for a continuous solid can be trusted for a sheet one atom thick, lying on a support or hanging free.

**Answer**

The factor √2 comes from the meaning of "fracture energy". In your formula γ is the energy of one new face, and a crack makes two. The fracture energy Gc is the whole energy spent per unit area of crack advance, both faces included, so Gc replaces 2γ. The derivation below shows this and gives the π.

**Model.** A large, flat, linear elastic sheet has a straight through-crack on −a < x < a, y = 0. A remote tension σ pulls along y. The sheet is so thin that no stress acts across its thickness (plane stress). It is held flat but can slide freely in its plane, so a support carries no load for it.

**Stress around the crack**

Let z = x + iy, let a prime mean d/dz, and take

Z = σz/√(z² − a²)

sxx = Re Z − y Im Z′ − σ
syy = Re Z + y Im Z′
sxy = −y Re Z′

This is the solution if it meets four conditions.

1. Forces balance. Since ∂Z/∂y = iZ′,

∂sxx/∂x + ∂sxy/∂y = (Re Z′ − y Im Z″) + (−Re Z′ + y Im Z″) = 0
∂sxy/∂x + ∂syy/∂y = −y Re Z″ + (−Im Z′ + Im Z′ + y Re Z″) = 0

2. The strains belong to a continuous displacement, which is constructed below.

3. The crack faces are free. On the upper face √(z² − a²) = i√(a² − x²), so Z is imaginary. With y = 0 this gives syy = sxy = 0.

4. Far away Z → σ and yZ′ → 0, so syy → σ while sxx and sxy vanish.

**Opening of the crack**

Hooke's law in plane stress, with Poisson ratio ν, reads

E ∂u_y/∂y = syy − ν sxx = (1 − ν) Re Z + (1 + ν) y Im Z′ + νσ

To integrate it, define Φ = σ√(z² − a²), for which Φ′ = Z. Then

∂(Im Φ)/∂y = Re Z
∂(y Re Z)/∂y = Re Z − y Im Z′

The second line lets us replace y Im Z′ by Re Z − ∂(y Re Z)/∂y. The terms in Re Z add up to 2 Re Z, and

E u_y = 2 Im Φ − (1 + ν) y Re Z + νσy

In the same way, E ∂u_x/∂x = sxx − ν syy gives

E u_x = (1 − ν) Re Φ − (1 + ν) y Im Z − σx

These two displacements also give the right shear: E(∂u_x/∂y + ∂u_y/∂x) = −2(1 + ν) y Re Z′ = 2(1 + ν) sxy. The integration functions can then only describe a rigid motion, which is removed by requiring u_y = 0 on the line ahead of the crack and u_x = 0 on x = 0.

On the upper face y = 0 and Re Z = 0, so

u_y = (2σ/E) √(a² − x²)

The lower face moves the opposite way, and the gap is 2u_y.

**Energy released**

Close the crack again by pulling its faces together, with the remote load fixed. The traction needed grows from 0 to σ while the gap shrinks in proportion from 2u_y to 0. The mean traction is σ/2, so the work per unit thickness is

U = ∫ (σ/2)(2u_y) dx = (2σ²/E) ∫ √(a² − x²) dx

The last integral, from −a to a, is the area of a half disc, πa²/2. This is the origin of the π:

U = πσ²a²/E

Opening the crack releases this energy from the sheet and its load together. A finite-element calculation of a square plate 40a wide, which makes no use of Z, gave 3.144 σ²a²/E for the release, against π = 3.142, and 2.004 σa/E for u_y at the crack centre, against 2. The last digits are not converged: refining the discretisation raises these values to about 3.152 and 2.007. That small excess comes from the finite width of the plate, and a plate 160a wide gives 3.142 and 2.000.

**Griffith balance**

A crack of length 2a costs 2aGc per unit thickness. The net energy is

W(a) = 2aGc − πσ²a²/E

dW/da = 2Gc − 2πσ²a/E

Growth first pays for itself when dW/da = 0, which gives

σc = √(E Gc/(πa))

The second derivative, −2πσ²/E, is negative, so W has a maximum here. Once the crack starts to grow at fixed load, each further step releases more than it costs, and growth is unstable.

**Numbers**

E Gc = (1.00 × 10¹² Pa)(16 J/m²) = 1.600 × 10¹³ Pa·J/m²
πa = 3.1416 × 10⁻⁸ m
σc² = 5.093 × 10²⁰ Pa²
σc = 22.6 GPa

That is the "near 23 GPa" of the exercise. If 16 J/m² were the energy of each face, Gc would be 32 J/m² and the strength 31.9 GPa, which is what you found.

At this load the linear remote strain is σc/E = 2.26 percent, and the gap at the crack centre is 4σc a/E = 0.90 nm.

The thickness of a single atomic layer is a convention, here h = 0.335 nm. The force per width does not depend on that choice:

σc h = √((Eh)(Gc h)/(πa)) = 7.56 N/m

Only the products Eh and Gc h enter, and these are the stiffness and the fracture energy of the sheet itself. If you change h, you must therefore rescale E and Gc as well.

**Can a continuum formula be used at 10 nm?**

Look just ahead of the tip, at x = a + r with r much smaller than a:

syy = σ(a + r)/√(2ar + r²) ≈ σ√(a/(2r)) = K/√(2πr), with K = σ√(πa)

At σc, K = 4.0 MPa·√m and K²/E = Gc. The stress grows without limit as r → 0, which no lattice can support. With an ideal strength s of roughly 100 GPa, the formula loses its meaning within

r = K²/(2πs²) = 0.25 nm

This is about one lattice step and one fortieth of a. As a rough estimate of the effect, lengthen a by r; the strength then falls by 1.2 percent.

The lattice also makes the crack advance in steps. If one tip jumps by q, the half-length grows by q/2, and the mean release per unit of advance is

(πσ²/(Eq)) [(a + q/2)² − a²] = (πσ²/E)(a + q/4)

With q roughly 0.25 nm, the load at which a whole step pays for itself falls by 0.3 percent. This compares only the energies before and after the step. The bond at the tip must also be stretched over a barrier on the way, which can hold the crack at a higher load (lattice trapping). The formula leaves that effect out, and its size is not estimated here.

For short cracks the formula does fail. Inserting K² = πσc²a gives r = (a/2)(σc/s)², so σc reaches s when a = 2r, about 0.5 nm. The derivation needs a much longer than that. For long cracks the strength falls as 1/√a: with the same Gc, a half-length of 1 μm gives about 2.3 GPa.

Linear elasticity is a further approximation. With a rough softening law, stress = Ee + De² and D = −2 TPa, the remote strain at σc is 2.37 percent, 5 percent above the linear value. With this law, nonlinearity changes the remote strain by about a twentieth of its value. It is not a corrected strength, because the strains near the tip are much larger.

**Supported or free?**

On the crack faces Z is imaginary and y = 0, so sxx = −σ. The material beside the crack is compressed along it, by 22.6 GPa at the critical load. A free strip of length 2a with bending stiffness B of roughly 1.5 eV buckles at about

π²B/((2a)²h) = 18 MPa

The tension around the crack holds the sheet flatter than a free strip, so wrinkling starts at a higher load than this. Solving the plate-buckling problem with the stress field above puts the onset near 0.13 GPa, about seven times the strip estimate. The breaking load is still some 170 times larger, so a free sheet wrinkles beside the crack long before it breaks.

The direction of the effect can be seen in the limit of zero bending stiffness. Wrinkles store extra length, so they can add extension to the flat strain at no cost, but never contraction. Let e1 ≥ e2 be the principal strains and s1 ≥ s2 the principal stresses of the flat solution. The energy density is

w = E(e1² + e2² + 2νe1e2)/(2(1 − ν²)), with ∂w/∂e2 = s2

Where s2 < 0, raising e2 lowers w until s2 = 0, that is, until e2 = −νe1. What remains is w = Ee1²/2 if e1 > 0. If e1 ≤ 0, both strains can be raised to zero and w = 0. Where s2 ≥ 0, nothing is gained.

Now use the flat displacement as a trial state for the wrinkled sheet. The sheet can lower its energy at least as far as this trial state does, so it releases at least πσ²a²/E plus the reduction of w summed over the sheet. Writing that sum as Jσ²a²/E, numerical integration with ν = 0.17 gives J = 0.365. The uncracked sheet has s2 = 0 and gains nothing, so it remains the reference.

The trial state alone thus releases (π + J)σ²a²/E. Put into the same balance as before, this gives

σ(trial) = σc √(π/(π + J)) = 21.4 GPa

This is 5.4 percent below the flat value. It is an upper bound in the limit of zero bending stiffness, but a very weak one. In that limit the strip of sheet above the crack can slide up past its neighbours while it contracts sideways. Wrinkles take up the contraction, the shear costs almost nothing, and at fixed load with free side edges small-strain theory sets no limit to the energy released. Between fixed grips the release is capped by the energy stored in that strip, which grows with the length of the sheet. In both cases large releases need contractions far beyond small strain. In a real sheet, bending stiffness and finite strains do set a limit. The calculation therefore shows that wrinkling helps the crack, but not by how much the strength of a real sheet falls.

A support that keeps the sheet flat brings back 22.6 GPa, provided it lets the sheet slide. Staying flat is not assured, because the faces are compressed by σ. Model the support as rigid, with a van der Waals spring of stiffness 27Γ/h² per area for an adhesion energy Γ. The sheet beside the crack then buckles at roughly 17 GPa for Γ = 0.1 J/m² and 29 GPa for Γ = 0.3 J/m², so only the stronger adhesion holds it flat up to σc. For a rough friction stress of 1 MPa, the friction force over a length a is 0.01 N/m, or 0.13 percent of the 7.56 N/m in the sheet. Over longer distances friction adds up: 1 μm between the pulled edge and the crack takes up 1 N/m, which is 13 percent of the 7.56 N/m needed at the crack, and 7.6 μm takes up as much as the crack itself needs. The edge must be pulled harder by that amount. On a support, σ must therefore be read as the stress that reaches the surroundings of the crack, not the stress applied at a distant edge. A firmly bonded layer is a different problem: the substrate then carries load past the crack and restrains its opening, and the formula does not apply.

**Comparison with real graphene.** A modulus near 1 TPa and an ideal strength around 100 GPa are typical rough values for good single-layer graphene, and 16 J/m² is a reasonable rough fracture energy. It is an effective value: it amounts to 7 to 8 eV per bond cut, against roughly 5 eV from bond counting. When Gc is obtained by applying this same formula to measured failure loads, it already contains lattice trapping and, for suspended samples, wrinkling, and these must not be counted twice. The model's 22.6 GPa is thus between a fifth and a quarter of the ideal strength, owing to one crack 20 nm long. A suspended sheet breaks the assumption of flatness, and wrinkling can then lower the strength by an amount not determined here. The crack length can matter more: a flaw four times as long halves the predicted strength. Grain boundaries and the direction of the crack can also change Gc, and σc follows its square root, so a 10 percent error in Gc shifts the strength by about 5 percent. The values used here are listed in the numerical output below.

Computed values

```
Young modulus E: 1.00 TPa
fracture energy Gc: 16.0 J/m^2
crack half-length a: 10.0 nm
conventional thickness h: 0.335 nm
product E*Gc: 1.600e+13 Pa J/m^2
product pi*a: 3.1416e-08 m
sigma_c squared: 5.0930e+20 Pa^2
Griffith strength sigma_c: 22.57 GPa
force per width sigma_c*h: 7.56 N/m
strength if 16 J/m^2 were per face: 31.92 GPa
remote strain, linear: 2.26 percent
full opening at crack centre: 0.903 nm
stress intensity K from near-tip field: 4.000 MPa m^0.5
half-length at energy maximum (search): 10.000 nm
energy at the maximum, times h: 335 eV
released energy, finite elements: 3.1441 sigma^2 a^2/E
released energy, closure work: 3.1416 sigma^2 a^2/E
face displacement at centre, finite elements: 2.0041 sigma a/E (formula 2)
Poisson ratio (rough): 0.17
ideal strength (rough): 100 GPa
tip zone length: 0.255 nm
strength change if a grows by tip zone: -1.25 percent
lattice step (rough): 0.25 nm
strength change from lattice step: -0.31 percent
nonlinear coefficient D (rough): -2.0 TPa
remote strain, nonlinear: 2.37 percent
excess over linear strain: 5.0 percent
support friction (rough): 1.0 MPa
friction force over a / force per width: 0.13 percent
bending stiffness (rough): 1.5 eV
rough buckling stress, length 2a: 18 MPa
wrinkling energy integral J: 0.365 (dimensionless)
upper bound on free-sheet strength: 21.36 GPa
reduction by wrinkling, at least: 5.4 percent
```
